# Interlayer exchange on the imaginary energy axis with sharp quantum-well resonances

## The decision: where to put the energy points

A calculation of the exchange coupling between two ferromagnets across a spacer spends its time on energy points, because the electron waves must be matched through the whole stack at each one. Before the run starts, one must decide where these points lie and how many there are. If the spacer confines electrons well, a mesh of ten thousand real energies can return a coupling that is wrong by a factor of hundreds. The remedy follows from finding what the mesh fails to resolve.

Hartree atomic units are used, and temperature \(T\) is an energy. Electrons of unit mass move freely in the plane of the layers. Along the normal, the potential is zero in the spacer, of thickness \(D\), and \(V_\sigma\le 0\) in the semi-infinite ferromagnets, where \(\sigma=\uparrow,\downarrow\) is the spin relative to the local magnetization. Each interface carries a barrier \(b\,\delta(x)\) with \(b>0\). The potentials and the chemical potential \(\mu>0\) stay fixed when one magnetization is reversed, so self-consistent charge relaxation is left out. The coupling is
\[
J=(\Omega_{AP}-\Omega_P)/\text{area},
\]
with \(\Omega\) the grand potential; positive \(J\) favours parallel alignment.

## The naive scheme: count states at real energies

Let \(E\) be the energy of motion along the normal, \(k=\sqrt{2E}\) and \(q_\sigma=\sqrt{2(E-V_\sigma)}\), with non-negative imaginary parts for \(\mathrm{Im}\,E\ge0\). A wave \(e^{ikx}+re^{-ikx}\) in the spacer continues as \(te^{iqx}\) in the ferromagnet. Continuity gives \(t=1+r\), and the barrier makes the slope jump by \(2bt\):
\[
iq(1+r)-ik(1-r)=2b(1+r).
\]
Collecting \(r\) and multiplying by \(-i\) gives
\[
r_\sigma=\frac{k-q_\sigma-2ib}{k+q_\sigma+2ib}.
\]

To count states, first close ferromagnets A and B with distant walls. The solution that vanishes at the left wall is \(a_A(e^{-ikx}+r_Ae^{ikx})\) in the spacer. The one that vanishes at the right wall is \(a_B(e^{ik(x-D)}+r_Be^{-ik(x-D)})\). Their Wronskian is
\[
W=2ik\,a_Aa_Be^{-ikD}\left(1-r_Ar_Be^{2ikD}\right),
\]
and it vanishes at the energy levels. An electron meets the spin pairs \(\uparrow\uparrow\) or \(\downarrow\downarrow\) in parallel alignment, and \(\uparrow\downarrow\) or \(\downarrow\uparrow\) in antiparallel alignment. In the ratio \(W_{\uparrow\downarrow}W_{\downarrow\uparrow}/(W_{\uparrow\uparrow}W_{\downarrow\downarrow})\) every factor \(a_A\), \(a_B\) and \(2ike^{-ikD}\) cancels. These factors hold the bulk and single-interface contributions. For identical ferromagnets the logarithm of the ratio is
\[
\Delta F=2\ln(1-r_\uparrow r_\downarrow e^{2ikD})-\sum_\sigma\ln(1-r_\sigma^2e^{2ikD}).
\]

With walls started at fixed slope, \(W\) is real on the real axis. Passing just above one of its zeros from left to right lowers its phase by \(\pi\). The difference in the number of levels below \(E\) is therefore
\[
\Delta N=N_{AP}-N_P=-\frac1\pi\,\mathrm{Im}\,\Delta F(E+i0).
\]

A level \(E\) with in-plane kinetic energy \(\epsilon\) contributes \(-T\ln(1+e^{(\mu-E-\epsilon)/T})\). Since \(d^2k_\parallel/(4\pi^2)\) becomes \(d\epsilon/(2\pi)\), the level contributes per area
\[
w(E)=-\frac{T}{2\pi}\int_0^\infty d\epsilon\,\ln\left(1+e^{(\mu-E-\epsilon)/T}\right).
\]
The integrand depends on \(E+\epsilon\), so differentiation leaves the lower endpoint:
\[
w'(E)=g(E)=\frac{T}{2\pi}\ln\left(1+e^{(\mu-E)/T}\right).
\]
Then \(J=\int w\,d\Delta N=-\int g\,\Delta N\,dE\); the boundary terms vanish because \(\Delta N=0\) below all levels and \(w\to0\) at high energy. Hence
\[
J=\frac1\pi\,\mathrm{Im}\int g(E)\,\Delta F(E)\,dE .
\]
Because \(g\) is analytic for \(|\mathrm{Im}\,E|<\pi T\), the path can be raised slightly. There the waves returned by the distant walls die out, the walls can be removed, and the path lowered again. At \(T\to0\), \(g\to(\mu-E)/(2\pi)\) below \(\mu\) and zero above:
\[
J=\frac1{2\pi^2}\,\mathrm{Im}\int_{V_{\min}}^{\mu}(\mu-E)\,\Delta F(E)\,dE .
\]
Below \(V_{\min}\), the lower of the two \(V_\sigma\), all wave numbers are imaginary, the amplitudes are real and \(\Delta F\) is real, so nothing is lost there.

## What goes wrong

A quantum-well resonance is a zero of \(1-r_\sigma^2e^{2ikD}\) at \(E_r-i\Gamma_\sigma/2\). Write \(r_\sigma=|r_\sigma|e^{i\varphi_\sigma}\) and \(k=k_0+i\delta\). To first order in \(\delta\), the modulus of the condition \(r_\sigma e^{ikD}=\pm1\) reads
\[
\ln|r_\sigma|-\delta\,(D+\varphi_\sigma')=0,
\]
where the prime is \(d/dk\). Since \(\mathrm{Im}\,E=k_0\delta\),
\[
\Gamma_\sigma=-\frac{2k_0\ln|r_\sigma|}{D+\varphi_\sigma'} .
\]
For real waves \(1-|r_\sigma|^2=4kq_\sigma/[(k+q_\sigma)^2+4b^2]\). For \(b\gg k,q_\sigma\) this is \(kq_\sigma/b^2\), while \(r_\sigma\simeq-(1+ik/b)\) gives \(\varphi_\sigma'\simeq1/b\). So
\[
\Gamma_\sigma\simeq\frac{k^2q_\sigma}{b^2(D+1/b)} .
\]
The narrowest resonance is the lowest one, for the spin with the smaller \(q_\sigma\).

Take \(\mu=0.5\), \(V_\uparrow=-0.4\), \(V_\downarrow=-0.1\), \(D=10\) and \(b=8\). These model values serve to compare the energy paths and do not describe a particular material. Solving the resonance condition by iteration puts the lowest minority-spin resonance at \(E_r=0.04814\). Then \(k^2=0.0963\), \(q_\downarrow=\sqrt{0.2963}=0.544\), and
\[
\Gamma_\downarrow\simeq\frac{0.0963\times0.544}{64\times10.125}=8.1\times10^{-5},
\]
in agreement with the iterated value \(8.08\times10^{-5}\) hartree. The integration range is about ten thousand times wider.

Missing such a feature might seem harmless, but hitting it by chance is not. Near the resonance each factor is proportional to \(x+i\Gamma/2\) with \(x=E-E_r\). At leading order in \(1/b\) the spins share \(E_r\), and the antiparallel factor has the mean width \(\bar\Gamma\). With \(\theta(\Gamma)=\arg(x+i\Gamma/2)\),
\[
\mathrm{Im}\,\Delta F\simeq2\theta(\bar\Gamma)-\theta(\Gamma_\uparrow)-\theta(\Gamma_\downarrow).
\]
This is odd in \(x\): two lobes of opposite sign nearly cancel in the integral, provided that both are resolved. Here \(q_\uparrow=\sqrt{0.8963}=0.947\), so the widths differ by a factor \(1.74\), and at \(x=\bar\Gamma/4\) the expression is about \(0.05\). If neighbouring mesh points are \(3\times10^{-4}\) apart, one point in a lobe can add
\[
\frac{(0.5-0.048)\times0.05\times3\times10^{-4}}{2\pi^2}\simeq3\times10^{-7}
\]
to \(J\). The coupling itself will turn out to be \(-2.9\times10^{-10}\) hartree/bohr\(^2\), a thousand times smaller.

## Moving the path away from the resonances

The zeros lie below the real axis, so the path should go above it. Let \(\mathrm{Im}\,E>0\) and \(z=q_\sigma+2ib\). Both \(k\) and \(q_\sigma\) lie in the first quadrant, hence
\[
|k+z|^2-|k-z|^2=4\left[\mathrm{Re}\,k\,\mathrm{Re}\,q_\sigma+\mathrm{Im}\,k\,(\mathrm{Im}\,q_\sigma+2b)\right]>0 .
\]
Thus \(|r_\sigma|<1\), and also \(|e^{2ikD}|<1\). No logarithm in \(\Delta F\) meets a zero or a branch cut, and principal values give the continuous branch that vanishes at \(E\to-\infty\).

On a distant arc from the negative real direction to the upward direction, \(\mathrm{Im}\,k\) grows as \(\sqrt{|E|}\), so \(\Delta F\) decays exponentially and the arc contributes nothing. The path may therefore come down to \(\mu\) from \(\mu+i\infty\). With \(E=\mu+i\omega\), \(\mu-E=-i\omega\) and \(dE=i\,d\omega\), the product is \(\omega\,d\omega\). The path runs from \(\omega=\infty\) to \(0\), which supplies the minus sign:
\[
J=-\frac1{2\pi^2}\int_0^\infty\omega\,\mathrm{Im}\,\Delta F(\mu+i\omega)\,d\omega .
\]

Near the start of this path \(k\simeq k_F+i\omega/k_F\), with \(k_F=\sqrt{2\mu}\). The round-trip factor falls as \(e^{-2\omega D/k_F}\), on the scale \(s=k_F/(2D)\), which is \(0.05\) hartree in the example. This scale is set by the time needed to cross the spacer and is not tied to \(\Gamma\).

The weak-reflection limit shows what is being integrated. Expanding the logarithms to first order gives \(\Delta F\simeq(r_\uparrow-r_\downarrow)^2e^{2ikD}\). For \(k_FD\gg1\) the amplitudes can be taken at \(\mu\), and \(\int_0^\infty\omega e^{-\omega/s}d\omega=s^2\), so
\[
J\simeq-\frac{k_F^2}{8\pi^2D^2}\,\mathrm{Im}\left[(r_\uparrow-r_\downarrow)^2e^{2ik_FD}\right].
\]
The coupling oscillates in \(D\) with period \(\pi/k_F\) and decays as \(D^{-2}\). With strong barriers this expansion fails, but the full integral remains valid.

## The endpoint still needs care

Setting \(\mu+i\omega=E_r-i\Gamma/2\) places a resonance at
\[
\omega=i(\mu-E_r)-\Gamma/2 .
\]
Resonances well below \(\mu\) are now far from the path. A resonance at \(\mu\) is not: it sits \(\Gamma/2\) from the endpoint. The points should therefore crowd towards \(\omega=0\), which the substitution
\[
\omega=s\exp(t-e^{-t})
\]
achieves with equally spaced \(t\); the range \(-3\le t\le5\) is used here.

The cost follows from the error of the trapezoidal sum with spacing \(h\). By Poisson summation this error consists of Fourier integrals of the integrand at frequencies \(2\pi m/h\), \(m\neq0\). If the integrand is analytic within a distance \(d\) of the real \(t\) axis, shifting the path by nearly \(d\) gives the leading factor \(e^{-2\pi d/h}\).

For a resonance at \(\mu\) the singularity obeys \(t-e^{-t}=\ln(\Gamma/2s)\pm i\pi\). When \(L=\ln(2s/\Gamma)\) is large, \(e^{-t}\) is close to \(L\), and the imaginary part of \(t\) is about \(\pi/L\). The number of points needed to resolve this singularity thus grows only as the logarithm of \(1/\Gamma\).

For a fair comparison the real path gets a rule of the same family,
\[
E=\frac{a+c}2+\frac{c-a}2\tanh\left(\frac\pi2\sinh t\right),\qquad -3.2\le t\le3.2,
\]
on each panel \([a,c]\). A quarter of the points goes to \([V_\uparrow,V_\downarrow]\) and the rest to \([V_\downarrow,\mu]\), because \(q_\sigma\) has square-root edges at \(V_\sigma\). No panel edge is needed at \(E=0\). Changing \(k\) to \(-k\) turns \(r_\sigma\) into \(1/r_\sigma\) and multiplies each factor in \(\Delta F\) by a term that cancels between the alignments. On this path \(d\simeq(\Gamma/2)/(dE/dt)\), so the number of points grows as \(1/\Gamma\), apart from logarithmic factors.

## What the two paths cost

The reference \(J\) is the imaginary-axis sum with 400 points. The point number is raised in steps of about \(\sqrt2\) until the error relative to that reference is below \(10^{-6}\) at two successive sizes; the first of them is listed. In the last row \(D\) is chosen so that \(k_FD+\varphi_\downarrow(\mu)=2\pi\), which puts a minority-spin resonance at \(\mu\).

| \(b\) | \(D\) (bohr) | \(J\) (hartree/bohr²) | imaginary | real |
|---|---|---|---|---|
| 2 | 10 | \(2.16\times10^{-8}\) | 22 | 23170 |
| 4 | 10 | \(-1.73\times10^{-9}\) | 32 | 65536 |
| 8 | 10 | \(-2.93\times10^{-10}\) | 22 | 262144 |
| 8 | 9.30 | \(-7.61\times10^{-10}\) | 32 | 262144 |

In order, the couplings are \(3.4\times10^{-2}\), \(-2.7\times10^{-3}\), \(-4.6\times10^{-4}\) and \(-1.2\times10^{-3}\) mJ/m².

From \(b=2\) to \(b=8\) the lowest minority-spin width falls from \(1.12\times10^{-3}\) to \(8.08\times10^{-5}\) hartree, a factor of 13.9. The real-path count rises by 11.3, which agrees within the \(\sqrt2\) steps. The exponent confirms the cause. For \(b=8\) the map has \(dE/dt\simeq0.37\) at the resonance, so \(d\simeq4.04\times10^{-5}/0.37=1.1\times10^{-4}\). Three quarters of 262144 points give \(h=6.4/196608=3.3\times10^{-5}\), and \(2\pi d/h\simeq21\). The factor \(e^{-21}\simeq10^{-9}\) is smaller than the requested error because the cancelling lobes are much larger than \(J\).

Fixed point numbers for \(b=8\), \(D=10\) show how the failure looks in practice. On the imaginary axis, 12, 16, 24 and 32 points give relative errors \(7\times10^{-4}\), \(2\times10^{-4}\), \(3\times10^{-7}\) and \(4\times10^{-10}\). On the real axis, 100, 1000 and 10000 points give errors of 143, 136 and 901 times \(|J|\), and 100000 points still leave 0.73. The error grows between 1000 and 10000 points, so a tenfold refinement does not guarantee an improvement while the resonance is unresolved. At 10000 points the spacing near the lowest resonance is about \(3\times10^{-4}\) hartree, the value used in the single-point estimate above, and the error has the estimated size.

In the tuned case the resonance lies within \(2\times10^{-6}\) hartree of \(\mu\) and has width \(1.80\times10^{-3}\) hartree. The imaginary path needs 32 points, one \(\sqrt2\) step more than the 22 points for the same barrier at \(D=10\). Exact tuning is not the hardest case. If \(D\) is changed slightly so that the resonance lies one width above or below \(\mu\), the count is 45, because the phase of \(\omega=i(\mu-E_r)-\Gamma/2\) is then closer to \(\pm\pi/2\) and the singularity lies nearer the real \(t\) axis.

The sign change between \(b=2\) and \(b=4\) is not a quadrature error, since both paths give it. A stronger barrier does more than scale the coupling down. Already in the weak-reflection formula the oscillation is shifted by the phase of \((r_\uparrow-r_\downarrow)^2\), and
\[
r_\uparrow-r_\downarrow=\frac{2k(q_\downarrow-q_\uparrow)}{(k+q_\uparrow+2ib)(k+q_\downarrow+2ib)}
\]
has a phase that depends on \(b\).

## Temperature and the limits of the scheme

At finite temperature, let \(G(E)=\int_{-\infty}^{E}\Delta F\,dE'\). Since \(g'=-f/(2\pi)\), with \(f\) the Fermi function, integration by parts turns \(\int g\,\Delta F\,dE\) into \((1/2\pi)\int fG\,dE\). Closing the path upwards collects the poles of \(f\) at \(\mu+i\omega_n\), \(\omega_n=(2n+1)\pi T\), each with residue \(-T\). There \(G=-i\int_{\omega_n}^\infty\Delta F\,d\omega\), so
\[
J(T)=-\frac T\pi\sum_{n\ge0}H(\omega_n),\qquad H(\omega)=\int_\omega^\infty\mathrm{Im}\,\Delta F(\mu+i\omega')\,d\omega' .
\]
This is a midpoint sum with spacing \(h_T=2\pi T\). Each cell of such a sum misses \(h_T^3H''/24\), so
\[
h_T\sum_nH(\omega_n)\simeq\int_0^\infty H\,d\omega+\frac{h_T^2}{24}H'(0),\qquad H'(0)=-\mathrm{Im}\,\Delta F(\mu).
\]
Multiplying by \(-1/(2\pi^2)\) gives
\[
J(T)-J(0)\simeq\frac{T^2}{12}\,\mathrm{Im}\,\Delta F(\mu).
\]
For \(b=1\), \(D=7\), the zero-temperature coupling is \(5.317\times10^{-7}\) hartree/bohr². At \(T=0.001\) hartree the sum gives a drop of \(1.1853\times10^{-10}\) and the law \(1.1852\times10^{-10}\). The law requires \(H''\) to vary little over \(2\pi T\), hence \(2\pi T\ll s\), and a resonance at \(\mu\) restricts it further to \(2\pi T\ll\Gamma/2\). At \(T=0.02\) hartree the sum gives \(4.828\times10^{-7}\), a drop of \(4.89\times10^{-8}\), and the law a drop of \(4.74\times10^{-8}\). Here \(2\pi T=0.126\) exceeds \(s=0.071\), so the condition fails and the closeness of the two numbers should not be expected for other layers. The two temperatures are about 316 K and 6300 K; the second lies above any Curie temperature and serves only to probe the formula. Because the \(V_\sigma\) are held fixed, \(J(T)\) contains only the Fermi smearing of the electrons and leaves out the thermal loss and fluctuation of the magnetization, which also act on the coupling of real layers.

If \(V_\sigma\) is positive, the well can hold true bound states and the real-energy integrand acquires steps. The bound on \(|r_\sigma|\) did not use the sign of \(V_\sigma\), so the imaginary-axis formula survives. It did use \(b\ge0\); an attractive interface needs a new analysis of the logarithms.

In a crystal the in-plane motion does not separate in this way, and \(\Delta F\) must be integrated separately at each \(k_\parallel\). The weight \(\mu-E\) is then replaced by one, and the same rotation gives \(-(1/\pi)\int_0^\infty\mathrm{Re}\,\Delta F\,d\omega\) per \(k_\parallel\). The factor \(\omega\) that softened the endpoint is gone, and points graded towards \(\omega=0\) are still needed when a resonance lies near \(\mu\).

The comparison concerns real-energy rules that do not know where the resonances are. A mesh refined around located resonances would need far fewer points, at the price of finding them first. The imaginary path gives the total coupling without that search, whereas real energies show where the resonances lie and how wide they are. They do not assign each resonance a unique share of \(J\), because the lobes nearly cancel and the remainder depends on the energy window chosen.
